# Orbital frequencies, time step and adiabaticity in Car–Parrinello dynamics, part 2

Car–Parrinello dynamics propagates $N$ orthonormal orbitals $\psi_i$ of occupation $f$, with fictitious mass parameter $\mu$, and an ionic coordinate $q$ of mass $M$. The questions are how large the time step $h$ may be and how well the orbitals follow the ion. Hartree atomic units are used, with plane waves $G^2/2\le E_{\rm cut}$ at $\Gamma$ in a cell of length $L$. The Lagrangian is

$$\mathcal L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12M\dot q^2-E[\psi,q]+\sum_{ij}\Lambda_{ji}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big).$$

With $P=\sum_k|\psi_k\rangle\langle\psi_k|$ and $H=T+v$, which depends on the orbitals only through the density $n$ (ground state $n_0$),

$$\mu\ddot\psi_i=-f(1-P)H\psi_i-\mu\sum_k\psi_k\langle\dot\psi_k|\dot\psi_i\rangle.\tag{2}$$

The ground state has real orbitals $\varphi_p$ and levels $\varepsilon_p$. For occupied $i$ and empty $a$, $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, with minimum $E_{\rm gap}$, and $x_{ai}$ is the component of $\delta\psi_i$ along $\varphi_a$:

$$\mu\ddot x_{ai}=-f\Delta_{ai}x_{ai}-f\langle\varphi_a|\delta H|\varphi_i\rangle.\tag{3}$$

Here $\langle\varphi_a|\delta H|\varphi_i\rangle=2f\sum_{bj}K_{ai,bj}\,\mathrm{Re}\,x_{bj}$, where $K$ is the interaction kernel matrix. With $\lambda_n$ the eigenvalues of $\mathcal H=\Delta+2fK$,

$$\omega_{ai}=\sqrt{f\Delta_{ai}/\mu}\ \ (\text{imaginary}),\qquad\omega_n=\sqrt{f\lambda_n/\mu}\ \ (\text{real}).\tag{4}$$

Occupied–occupied rotations have zero frequency. If $K\ge0$, the lowest non-zero frequency is $\omega_{\min}=\sqrt{fE_{\rm gap}/\mu}$.

Verlet integration with SHAKE shifts $\omega$ to $\tilde\omega$:

$$\sin(\tilde\omega h/2)=\omega h/2,\qquad\tilde\omega=\omega\,(1+\omega^2h^2/24+\dots),\tag{5}$$

For $\omega h>2$ a mode grows by $-e^\gamma$ per step, $\gamma=2\,\mathrm{arccosh}(\omega h/2)$. Stability requires

$$h<h_{\max}=\frac{2}{\omega_{\max}}=2\sqrt{\frac{\mu}{f\max(\Delta_{\max},\lambda_{\max})}}.\tag{6}$$

For local, bounded $v$ with cell average $\bar v$, and $T_{\max}$ the largest $G^2/2$ in the basis,

$$T_{\max}+\bar v\le\varepsilon_{\max}\le T_{\max}+v_{\max}.\tag{7}$$

$$h_{\max}\to2\sqrt{\frac{\mu}{fE_{\rm cut}}}\qquad\text{when }E_{\rm cut}\gg v_{\max}-v_{\min},\ \|K\|,\ (2\pi/L)^2.\tag{8}$$

## 6. Coupling to an ion

Let $q=0$ be the equilibrium, $V(\mathbf r;q)$ the ionic potential and $E_{II}(q)$ the ion–ion energy. The perturbation in (3) gains $q\,\partial_qV$, with real matrix elements $g_{ai}=\langle\varphi_a|\partial_qV|\varphi_i\rangle$, so at linear order only real $x$ is driven; $x$ is real from here on. Plane waves do not move with the ion, so the force is $-E_{II}'-\int n\,\partial_qV$. Its first-order change is $-k_0q-\int\delta n\,\partial_qV$, with $k_0=E_{II}''+\int n_0\,\partial_q^2V$ and $\int\delta n\,\partial_qV=2f\,g\cdot x$:

$$\mu\ddot x=-f\mathcal Hx-fgq,\qquad M\ddot q=-k_0q-2f\,g\cdot x.\tag{9}$$

On the Born–Oppenheimer (BO) surface the orbital force vanishes, so $x=dq$ with $d=-\mathcal H^{-1}g$, and

$$k_{\rm BO}=k_0+2f\,g\cdot d,\qquad\Omega_{\rm BO}=\sqrt{k_{\rm BO}/M}.$$

In the eigenbasis of $\mathcal H$, $g_n=-\lambda_nd_n$, and dividing the first equation of (9) by $\mu$ gives

$$\ddot x_n+\omega_n^2x_n=\omega_n^2d_n\,q(t).\tag{10}$$

For $q\propto\cos\Omega t$ the forced solution is $x_n=d_nq/(1-r_n)$ with $r_n=\Omega^2/\omega_n^2=\mu\Omega^2/f\lambda_n$. It exceeds the BO value $d_nq$ by the fraction $r_n/(1-r_n)$ of that value. The largest fraction belongs to $r=\mu\Omega^2/f\lambda_{\min}$, and for $K\ge0$, $r\le\mu\Omega^2/fE_{\rm gap}$. Adiabatic following requires $r\ll1$; at $r_n=1$ there is a resonance, and at given $\mu$ the condition fails for any coupled mode whose $\lambda_n$ is as small as $\mu\Omega^2/f$.

Inserting the forced solution into the ionic equation gives the secular equation $M\Omega^2=k_0-2f\sum_n\lambda_nd_n^2/(1-r_n)$. Use $1/(1-r_n)=1+r_n/(1-r_n)$. The 1 turns $k_0$ into $k_{\rm BO}$, and $2f\lambda_nr_n=2\mu\Omega^2$, so the remainder is $2\mu\Omega^2\sum_nd_n^2/(1-r_n)$. The same identity applied again yields

$$M\Omega^2=k_{\rm BO}-\Delta M\,\Omega^2(1+\eta),\quad\Delta M=2\mu|d|^2,\quad\eta=\frac{\sum_nd_n^2\,r_n/(1-r_n)}{|d|^2}.\tag{11}$$

For $r<1$, $\eta$ is a weighted mean, so $0\le\eta\le r/(1-r)$. To leading order $\Omega=\sqrt{k_{\rm BO}/(M+\Delta M)}$. The extra mass is the inertia of orbitals that follow the ion perfectly: $\mu|\dot x|^2=\mu|d|^2\dot q^2=\tfrac12\Delta M\dot q^2$. It does not depend on $\Omega$, so slow ionic motion, which makes $r$ small at fixed $\mu$, does not remove it; it is proportional to $\mu$, as $r$ is at fixed $\Omega$, and shrinks when $\mu$ is lowered. The relative frequency shift is about $-\Delta M/2M$ for $\Delta M\ll M$, so at given $d$ a softer force constant leaves it unchanged while a heavier ion reduces it. For one orbital carried rigidly by an isolated ion along the direction $s$, in a complete basis, $\partial_q\psi=-\partial_s\varphi$, which is orthogonal to the real $\varphi$, so $\Delta M=2\mu\int(\partial_s\varphi)^2$. This is set by the electronic kinetic energy, and the gap does not appear in it.

## 7. Energy left in the orbitals

The forced response vanishes when the ion returns to rest at $q=0$. Free oscillations of the orbitals can remain after it has stopped, and they carry energy. Prescribe $q(t)=u(t)$, vanishing at $t\to\pm\infty$, with the orbitals at rest initially. The retarded Green function of (10) is $\sin\omega_n(t-t')/\omega_n$, so

$$x_n(t)=\omega_nd_n\int_{-\infty}^t\sin\omega_n(t-t')\,u(t')\,dt'\ \to\ \omega_nd_n\,\mathrm{Im}\big[e^{i\omega_nt}\tilde u(\omega_n)\big],$$

with $\tilde u(\omega)=\int u\,e^{-i\omega t}dt$. The amplitude is $A_n=\omega_n|d_n||\tilde u(\omega_n)|$. Multiplying the free equation $\mu\ddot x_n=-f\lambda_nx_n$ by $2\dot x_n$ shows that $\mu\dot x_n^2+f\lambda_nx_n^2$ is conserved; its first term is the kinetic energy in $\mathcal L$, so this is the mode energy, equal to $\mu\omega_n^2A_n^2$. For $u=u_0e^{-t^2/2\tau^2}$, completing the square, $-t^2/2\tau^2-i\omega t=-(t+i\omega\tau^2)^2/2\tau^2-\omega^2\tau^2/2$, gives $\tilde u=u_0\tau\sqrt{2\pi}\,e^{-\omega^2\tau^2/2}$. With $Y_n=\omega_n^2\tau^2=f\lambda_n\tau^2/\mu$,

$$E_{\rm res}=\sum_n\mu\omega_n^4d_n^2\,2\pi u_0^2\tau^2e^{-\omega_n^2\tau^2}=\frac{2\pi\mu u_0^2}{\tau^2}\sum_nd_n^2\,Y_n^2e^{-Y_n}.\tag{12}$$

In this linear regime the transfer is exponentially small in $f\lambda_{\min}\tau^2/\mu$. Three qualifications follow from (12). A mode with $d_n=0$, for example by symmetry, is not driven, so the relevant gap is the lowest coupled $\lambda_n$. The derivative of $Y^2e^{-Y}$ is $Y(2-Y)e^{-Y}$, so at fixed $d_n$ a smaller gap means more transfer only for $Y>2$. The Gaussian law belongs to the Gaussian pulse; in general the transfer is set by the spectral weight $|\tilde u(\omega_n)|^2$ of the ionic motion at the orbital frequencies. The linear regime itself has a limit. The response of second order in the displacement is driven by $u^2$, a Gaussian of width $\tau/\sqrt2$, and leaves an energy $\propto u_0^4e^{-Y_n/2}$. Relative to (12) this grows as $u_0^2e^{Y_n/2}$, so at fixed $u_0$ it dominates for large enough $Y_n$, and (12) then underestimates the transfer. This term is even in $u_0$.

## 8. The trade-off

Demand $\omega_{\min}\ge s\,\Omega_{\rm BO}$ for a chosen separation $s$, with $K\ge0$. Then $\mu\le\mu_{\max}=fE_{\rm gap}/(s\Omega_{\rm BO})^2$, and (6), in which the maximum is now $\lambda_{\max}$, becomes

$$h_{\max}\le\frac{2}{s\,\Omega_{\rm BO}}\sqrt{\frac{E_{\rm gap}}{\lambda_{\max}}}.\tag{13}$$

The ratio $\omega_{\max}/\omega_{\min}=\sqrt{\lambda_{\max}/E_{\rm gap}}$ does not depend on $\mu$, which only slides the orbital band relative to the ionic frequencies. Using the gap is the cautious choice, since the driven real modes lie at or above $\omega_{\min}$.

## 9. Worked example

The model is one-dimensional with round parameters. The periodic cell has $L=10$ bohr and four wells $-V_0e^{-y^2/2\sigma^2}$, with $V_0=1.5$ Ha and $\sigma=0.5$ bohr, forming two dimers of bond 1.5 bohr half a cell apart. Two orbitals have $f=2$. The interaction is a Hartree term with $w=Ue^{-y^2/2s_w^2}$, $U=0.3$ Ha, $s_w=1$ bohr, whose Fourier transform is positive, so $K\ge0$. Further, $E_{\rm cut}=10$ Ha (15 plane waves) and $\mu=400$. One well is mobile, with $M=4000$, and $E_{II}$ is a spring of 1 Ha/bohr$^2$ plus a linear term that makes $q=0$ the equilibrium. Times are in atomic units. The program and its output follow the text.

**Spectrum.** The levels give $E_{\rm gap}=-0.08885+0.57334=0.48449$ Ha and $\Delta_{\max}=9.24253+0.62015=9.86268$ Ha. The real-mode eigenvalues run from $0.54511$ to $9.86280$ Ha, so the kernel raises the bottom by $0.061$ Ha, about 13% of the gap, and the top by $10^{-4}$ Ha. Then

$$\omega_{\min}=\sqrt{2(0.48449)/400}=0.04922\ \text{Ha}\approx1.08\times10^4\ \text{cm}^{-1},$$

the lowest real mode is $\sqrt{2(0.54511)/400}=0.05221$ Ha, $\omega_{\max}=\sqrt{2(9.8628)/400}=0.22207$ Ha, and $\omega_{\max}/\omega_{\min}=4.51$. As a test, a finite-difference Jacobian of the acceleration (2), in all $2\times15\times2=60$ real directions, reproduces the 26 values $\Delta_{ai}$, the 26 values $\lambda_n$ and 8 zeros, with largest deviation $1.5\times10^{-9}$ Ha. Four zeros are the occupied rotations and four are the directions that violate orthonormality and are projected out. Nonlinear SHAKE runs at $h=4$ give $0.049298$ and $0.052302$ Ha, equal to (5) at the printed digits; for the first, $0.0492184\,[1+(0.19687)^2/24]=0.049298$. An occupied rotation stays uniform to $4\times10^{-14}$ over a time in which a mode built on $\varepsilon_2-\varepsilon_1$ would have advanced by 18 rad.

**Step limit.** Equation (6) gives $h_{\max}=2/0.222068=9.006$, or $0.218$ fs, against $2\sqrt{400/20}=8.944$ from (8). At $1.02\,h_{\max}$ the top mode grows by $-1.4908$ per step, both in the run and from $-e^{\gamma}$. The limit was also located by bisection on nonlinear runs with a random kick. Ten halvings of a bracket as wide as (8) leave the run value uncertain by about $\pm0.05\%$ of (8), so its last printed digit is not significant:

| $E_{\rm cut}$ (Ha) | $T_{\max}$ (Ha) | run | Eq. (6) | Eq. (8) |
|---|---|---|---|---|
| 5 | 4.935 | 12.482 | 12.481 | 12.649 |
| 10 | 9.672 | 9.010 | 9.006 | 8.944 |
| 20 | 19.739 | 6.340 | 6.337 | 6.325 |
| 40 | 38.689 | 4.535 | 4.537 | 4.472 |
| 80 | 78.957 | 3.179 | 3.180 | 3.162 |

The program asserts agreement with (6) within 0.2% of (6), and the bounds (7), at each cutoff. The slope is $\ln(3.179/6.340)/\ln4=-0.498$. The approach to (8) is not monotonic: (6) lies 1.3% below (8) at 5 Ha, 0.2% above at 20 Ha and 1.4% above at 40 Ha. The ratio of (6) to (8) is $\sqrt{E_{\rm cut}/\lambda_{\max}}$, and it follows the shortfall $E_{\rm cut}-T_{\max}$, which is $0.07$, $0.26$ and $1.31$ Ha at these cutoffs, against an offset $\lambda_{\max}-T_{\max}$ that is $0.19$ Ha at 10 Ha.

**Ionic mode.** Orbital relaxation cancels most of $k_0=1.75222$ and leaves $k_{\rm BO}=0.16587$ Ha/bohr$^2$, confirmed by second differences of self-consistent energies; $d$ is tested element by element against the derivative of the occupied projector. These values belong to the 15-plane-wave basis: at 20 to 40 Ha $k_{\rm BO}$ is $0.171$ Ha/bohr$^2$, about 3% higher, while $\Delta M$ changes by about 0.1%. Then $\Omega_{\rm BO}=\sqrt{0.16587/4000}=0.006440$ Ha, or $1413$ cm$^{-1}$, and $\omega_{\min}/\Omega_{\rm BO}=7.6$, with $2\pi/(0.006440\times9.006)=108$ steps per period at the stability limit. The mass shift is $\Delta M=2(400)(0.23322)=186.6$, or 4.7% of $M$, so $\Omega=\sqrt{0.16587/4186.6}=0.006294$ Ha. The full CP run gives $0.006294$ Ha, or $1381$ cm$^{-1}$, after removal of the shift (5), and is asserted to match the secular root within $3\times10^{-4}$ of the root. The lag parameter is only $r=400(0.006294)^2/(2\times0.54511)=0.0145$, with $\eta=0.0064$ under its bound $0.0147$, yet the frequency is 2.3% below $\Omega_{\rm BO}$. The run gives $\eta\approx0.006$, which is tested only to lie in the allowed interval widened by $0.01$.

For $s=5$, $\mu_{\max}=2(0.48449)/(0.0322)^2\approx935$ and (13) gives $(2/0.0322)\sqrt{0.48449/9.8628}=13.77$, or $0.333$ fs. Since $\Delta M\propto\mu$, the mass shift there is $186.6\times935/400\approx436$, or 11% of $M$.

**Pulse.** With $u_0=10^{-3}$ bohr, and runs at $\pm u_0$ averaged to cancel terms odd in $u_0$:

| bond (bohr) | $\tau$ | gap (Ha) | $Y_{\min}$ | run (Ha) | Eq. (12) (Ha) |
|---|---|---|---|---|---|
| 1.5 | 15 | 0.4845 | 0.61 | 1.089e-6 | 1.090e-6 |
| 1.5 | 30 | 0.4845 | 2.45 | 9.200e-8 | 9.212e-8 |
| 1.5 | 60 | 0.4845 | 9.81 | 6.961e-11 | 6.976e-11 |
| 1.9 | 60 | 0.2534 | 5.88 | 1.347e-9 | 1.348e-9 |
| 2.2 | 60 | 0.1099 | 3.48 | 7.275e-9 | 7.276e-9 |

The asserted tolerance is 2% of (12); the largest printed deviation is 0.2%. Doubling $\tau$ from 30 to 60 lowers the transfer by a factor of about 1300. Reducing the gap from $0.48$ to $0.11$ Ha at $\tau=60$ raises it by about 105; the factor $Y^2e^{-Y}$ of the lowest mode rises from $5.3\times10^{-3}$ to $0.37$, a factor of about 70, and by (12) the rest comes from the weights $d_n^2$ and the higher modes. The exponents in (12) contain the $\lambda_n$, not the $\Delta_{ai}$; at bond 2.2 the smallest, $\lambda_{\min}=0.1933$ Ha, lies well above the gap.

The third row bounds the weight of the lowest mode. The prefactor in (12) is $2\pi(400)(10^{-6})/3600=6.98\times10^{-7}$ Ha bohr$^2$, so $\sum_nd_n^2Y_n^2e^{-Y_n}=1.0\times10^{-4}$ bohr$^{-2}$. All terms are non-negative, so $d_1^2\le1.0\times10^{-4}/5.3\times10^{-3}=0.019$ bohr$^{-2}$, against $|d|^2=0.233$ bohr$^{-2}$. In this model the lowest real mode carries at most about 8% of $\Delta M$, and the remainder comes from higher excitations.

## Computed results

```
L=10.0 bohr, V0=1.5 Ha, sigma=0.5 bohr, bond=1.5 bohr
U=0.3 Ha, s_w=1.0 bohr, f=2.0, Ecut=10.0 Ha, plane waves=15
mu=400.0 Ha au_t^2, M=4000.0 m_e, spring=1.0 Ha/bohr^2
eps_1, eps_2, eps_3, eps_max (Ha): -0.62015 -0.57334 -0.08885 9.24253
gap, D_max (Ha): 0.48449 9.86268
lam_min, lam_max (Ha): 0.54511 9.86280
Jacobian: zero modes 8, max error (Ha): 1.5e-09
w_min imaginary (Ha): 0.049218 = 10802 cm^-1
w_min real, w_max (Ha): 0.052207 0.222068; w_max/w_min 4.5119
dt_max (au_t): 9.0063 = 0.2179 fs
2 sqrt(mu/(f Ecut)) (au_t): 8.9443
imaginary mode, dt=4 au_t: run 0.049298, Verlet formula 0.049298 Ha
real mode, dt=4 au_t: run 0.052302, Verlet formula 0.052302 Ha
free rotation error 4.1e-14; phase of a naive e2-e1 mode (rad) 18.36
growth per step at 1.02 dt_max: run -1.49083, formula -1.49083
Ecut Tmax lower eps_max upper (Ha) | dt run, formula, asymptote (au_t)
   5 4.935 4.484 4.518 5.087 | 12.482 12.481 12.649
  10 9.672 9.221 9.243 9.825 | 9.010 9.006 8.944
  20 19.739 19.288 19.302 19.891 | 6.340 6.337 6.325
  40 38.689 38.238 38.247 38.841 | 4.535 4.537 4.472
  80 78.957 78.506 78.512 79.109 | 3.179 3.180 3.162
d ln dt_max / d ln Ecut, 20 to 80 Ha, from runs: -0.498
k0, k_BO formula, k_BO finite diff (Ha/bohr^2): 1.75222 0.16587 0.16587
|d|^2 (bohr^-2): 0.23322; dM (m_e): 186.58; dM/M 0.0466
W_BO (Ha): 0.006440 = 1413 cm^-1
W_CP run (Ha): 0.006294 = 1381 cm^-1
W secular root, W with M+dM (Ha): 0.006294 0.006294
r 0.0145, bound r/(1-r) 0.0147, eta root 0.0064, eta run 0.006
w_min/W_BO 7.643; steps per ionic period at dt_max 108.3
separation s=5: mu_max (Ha au_t^2) 934.7, dt_max (au_t) 13.767 = 0.3330 fs
pulse u0=0.001 bohr: bond, tau(au_t), gap, lam_min(Ha), (w_re tau)^2, E run, E formula(Ha)
1.5  15 0.4845 0.5451 0.61 1.089e-06 1.090e-06
1.5  30 0.4845 0.5451 2.45 9.200e-08 9.212e-08
1.5  60 0.4845 0.5451 9.81 6.961e-11 6.976e-11
1.9  60 0.2534 0.3269 5.88 1.347e-09 1.348e-09
2.2  60 0.1099 0.1933 3.48 7.275e-09 7.276e-09
```
